# Hydraulic diameter and effective aspect ratio of trenches and holes

**Question**

I am comparing precursor penetration in two features etched to the same depth $H$. One is a circular hole of diameter $w$. The other is a long trench whose opening is also $w$ wide. I am told to convert both to an "effective cylindrical aspect ratio" using the hydraulic diameter, and to show that the trench has half the value of the hole.

This puzzles me. A cross-sectional drawing shows the same depth and the same width, so both seem to have aspect ratio $H/w$. If I replace the trench by a circle of equal open area, the diameter keeps growing with trench length, which cannot be right either. Where does the factor of two come from, and does it mean that the trench needs half the precursor exposure?

**Answer**

The factor comes from the amount of wall that surrounds the open space. A cross-sectional drawing shows the width but hides the missing walls: a molecule in a hole is enclosed from all sides, while one in a long trench is enclosed from two.

**The geometry**

Take a feature with straight vertical walls, open cross-section $A$ and wetted perimeter $P$. The perimeter counts the side walls; the mouth and floor are not part of it. Define

$$
d_h=\frac{4A}{P},\qquad a=\frac{H}{d_h}=\frac{HP}{4A}.
$$

The 4 makes $d_h$ equal to the diameter when the feature is a circular cylinder:

$$
d_h^{\rm hole}=\frac{4(\pi w^2/4)}{\pi w}=w,
\qquad a_{\rm hole}=\frac{H}{w}.
$$

A trench of width $w$ and length $L$ has $A=wL$ and $P=2(w+L)$. Hence

$$
d_h^{\rm trench}=\frac{4wL}{2(w+L)}=\frac{2wL}{w+L},
\qquad
a_{\rm trench}=\frac{H(w+L)}{2wL}=\frac{H}{2w}\left(1+\frac wL\right).
$$

Dividing by the value for the hole gives

$$
\frac{a_{\rm trench}}{a_{\rm hole}}
=\frac12\left(1+\frac wL\right)\longrightarrow\frac12
\qquad (L\gg w).
$$

This is the required result. The end walls raise the ratio above one half by the relative amount $w/L$. At $L=w$ the feature is a square hole and the ratio is 1, so a square hole and a circular hole of equal width have the same effective aspect ratio.

The equal-area circle fails because it ignores the walls. Lengthening a trench adds open area and wall area together, and $A/P$ tends to the finite value $w/2$.

**Why this diameter means something to a molecule**

At low pressure, molecules fly from wall to wall without meeting each other. Assume that they leave a wall with the cosine distribution, so that the probability of solid angle $d\Omega$ at angle $\theta$ from the normal is $\cos\theta\,d\Omega/\pi$. Let $\ell$ be the distance to the next wall. In a deep feature, take a section of wall area $S$ and open volume $V$, and neglect its ends. The mean flight is

$$
\langle \ell\rangle=\frac1S\int dS\int\frac{\cos\theta}{\pi}\,\ell\,d\Omega .
$$

For one fixed direction, $\cos\theta\,dS$ is the cross-section of a thin bundle of parallel flights, and $\ell\cos\theta\,dS$ is its volume. Together the bundles fill the open volume once, so the integral over the walls is $V$. Each direction contributes this amount, and there are $4\pi$ of solid angle:

$$
\langle \ell\rangle=\frac{4\pi V}{\pi S}=\frac{4V}{S}=\frac{4A}{P}=d_h .
$$

For parallel walls this can be checked directly. A flight at angle $\theta$ has length $w/\cos\theta$, and integrating over azimuth leaves the weight $2\sin\theta\cos\theta\,d\theta$:

$$
\langle\ell\rangle=\int_0^{\pi/2}\frac{w}{\cos\theta}\,2\sin\theta\cos\theta\,d\theta=2w .
$$

Sampling random flights gave $0.999w$ for the circle and $2.002w$ for a very long trench. A rectangle with $L=3w$ gave $1.503w$, against $4A/P=1.5w$. Thus the trench is no wider than the hole, but its mean flight between wall hits is twice as long.

**Does half the aspect ratio mean half the exposure?**

No. In a deep feature the exposure falls by more than half, provided that the geometry and not weak sticking sets the dose. If the sticking probability is so small that it sets the dose, the exposure hardly falls at all. Consider one self-limiting precursor pulse. Let $J_0$ be the flux striking a flat surface, $t$ the pulse time and $K$ the saturation uptake in molecules per area. The dimensionless dose is $D=J_0t/K$. A molecule hitting surface element $i$ sticks with probability $s\beta_i$, where $\beta_i$ is the bare fraction there. I neglect desorption and the short transit time of the gas.

Let $f_i$ be the flux at $i$ divided by $J_0$, and let $F_i=\int f_i\,dD$. The bare fraction obeys $d\beta_i/dD=-s\beta_i f_i$, so

$$
\beta_i=e^{-sF_i},\qquad F_i=\frac{\ln(1/\beta_i)}{s}.
$$

Next let $V_{ij}$ be the probability that a molecule leaving $i$ next hits $j$, and $E_i$ the probability that it leaves through the mouth instead. Then $E_i+\sum_jV_{ij}=1$. Cosine emission makes the exchange between surfaces reciprocal, so the same factors give the incoming flux:

$$
f_i=E_i+\sum_jV_{ij}(1-s\beta_j)f_j .
$$

Integrate over dose. The absorbed part $\int s\beta_jf_j\,dD$ is the coverage $\theta_j=1-\beta_j$, hence

$$
F_i=E_iD+\sum_jV_{ij}(F_j-\theta_j).
$$

Define $G_i=D-F_i$ and insert $F_j=D-G_j$. The terms in $D$ cancel because the probabilities sum to 1, leaving

$$
G_i=\sum_jV_{ij}(\theta_j+G_j).
$$

Near full coverage every $\theta_j$ is close to 1. The equation then becomes the one for $N_i$, the mean number of further surface hits made by a molecule that leaves $i$ before it escapes: each next hit counts 1, plus the hits that follow it. Therefore

$$
D\simeq N_i+\frac{\ln(1/\beta_i)}{s}.
$$

The first term is the cost of the geometry, and the second is the cost of imperfect sticking. The surface from which escape takes the most hits sets the dose for the whole feature.

**Estimating the number of hits**

Now treat the flights as diffusion, with diffusivity $d_hv/3$, where $v$ is the mean thermal speed. This is the kinetic form "speed times mean flight over three", with $d_h$ as the mean flight. Let $n$ be the gas density, $x$ the depth and $J$ the net downward flux. The one-way downward flux is $nv/4+J/2$, and

$$
J=-\frac{d_hv}{3}\frac{dn}{dx}
=-\frac{4d_h}{3}\frac{d}{dx}\left(\frac{nv}{4}\right).
$$

Integrate over the pulse and divide by $K$. Write $m(x)$ for the integrated $nv/4$, and $U(x)$ for the integrated $J$. At saturation, $U(x)$ must supply the floor and all the wall below $x$. Since $P/A=4/d_h$,

$$
U(x)=1+\frac{4(H-x)}{d_h},\qquad
\frac{dm}{dx}=-\frac{3}{4d_h}U(x).
$$

The drop of $m$ from mouth to floor is

$$
m(0)-m(H)=\frac{3}{4d_h}\left(H+\frac{2H^2}{d_h}\right)=\frac{3a}{4}+\frac{3a^2}{2}.
$$

At the mouth the incoming dose is $D=m(0)+\tfrac12(1+4a)$. At the floor the received dose is $F=m(H)+\tfrac12$. Subtracting,

$$
N=D-F=2a+\frac{3a}{4}+\frac{3a^2}{2}=\frac{11a}{4}+\frac{3a^2}{2}.
$$

For large $a$ the square dominates. In this diffusion model, halving $a$ at fixed depth and opening width therefore cuts the geometrical part of the dose to about one quarter. One factor of two comes from having half the wall area per open area to coat, the other from diffusion that is twice as fast.

The same balance gives the penetration depth $X$ before the floor matters. Now $U(x)=4(X-x)/d_h$, and little flux has arrived below $X$, so $m(X)\simeq0$. With $a_X=X/d_h$,

$$
D\simeq \frac{U(0)}2+\frac{3}{4d_h}\int_0^X U\,dx
=2a_X+\frac{3a_X^2}{2}.
$$

Equal doses give equal $a_X$. The model thus coats the long trench to twice the depth reached in the hole.

**Where the equivalence breaks down**

The mean flight does not describe the whole distribution. For parallel walls the mean square is

$$
\langle\ell^2\rangle=\int_0^{\pi/2}\frac{w^2}{\cos^2\theta}\,2\sin\theta\cos\theta\,d\theta
=2w^2\int_0^{\pi/2}\tan\theta\,d\theta ,
$$

which diverges logarithmically. The cause is grazing flights nearly parallel to the walls; in a real trench its finite depth and length cut them off.

In a circular cylinder no such divergence occurs. Let $\alpha$ be the angle from the axis and $\varphi$ the angle from the normal within the cross-section. The chord across the circle is $w\cos\varphi$, so $\ell=w\cos\varphi/\sin\alpha$, while $\cos\theta=\sin\alpha\cos\varphi$. With $d\Omega=\sin\alpha\,d\alpha\,d\varphi$,

$$
\langle\ell^2\rangle=\frac{w^2}{\pi}\int_0^\pi d\alpha
\int_{-\pi/2}^{\pi/2}\cos^3\varphi\,d\varphi=\frac{4w^2}{3}.
$$

In a random walk with independent steps, the diffusivity is half the mean-square axial step divided by the mean flight time. Rare long flights thus count for more in transport than they do in the mean flight. A deep trench therefore transmits more than its equivalent cylinder. A ballistic calculation, which follows the exchange between surfaces without using $d_h$, gives the probability of reaching an absorbing floor past fully reflecting walls. At $a=10$ it is 0.154 for the trench and 0.109 for the cylinder, a factor of 1.41. At $a=50$ the factor is 1.86. Equal effective aspect ratio does not mean equal transport.

**Numbers for an iridium process**

Take $w=100$ nm, $H=2000$ nm and $L=10000$ nm. The hole has $a=2000/100=20$, and the long-trench limit is $2000/200=10$. With its end walls, the trench has $d_h=198.0$ nm and $a=10.1$, so the ratio to the hole is 0.505.

For the pulse I use rough values for iridium deposition from iridium tris(acetylacetonate): 573 K, a precursor pressure of 0.001 Torr, and 0.05 nm of growth per cycle. Dividing the film mass per area by the mass of an iridium atom gives $K=3.54\times10^{14}$ cm$^{-2}$, with one precursor molecule per deposited atom. The sticking probability $s=0.1$ is an assumption.

For 95 % coverage the sticking term is $\ln(20)/0.1=30.0$. The diffusion estimates, with the trench taken as infinitely long, are

$$
D_{\rm hole}=55+600+30=685,\qquad
D_{\rm trench}=27.5+150+30=207.5 .
$$

Their ratio is 0.30 rather than 0.25, because the linear term and the sticking term do not scale as $a^2$. From $J_0=p/\sqrt{2\pi Mk_BT}$, where $M$ is the mass of the precursor molecule, the exposure is

$$
pt=DK\sqrt{2\pi Mk_BT}=D\times5.338\times10^{-6}\ {\rm Torr\,s}.
$$

This gives $3.7\times10^{-3}$ Torr s (0.49 Pa s) for the hole and $1.1\times10^{-3}$ Torr s (0.15 Pa s) for the trench. At 0.001 Torr the pulses last about 3.7 s and 1.1 s.

The ballistic calculation, run until every surface is at least 95 % covered, gives doses of 711 and 167, a ratio of 0.24. The diffusion estimate is thus about 4 % low for the hole and 24 % high for the trench, relative to the ballistic doses. The hit counts, taken in the ballistic calculation from the surface hardest to leave, show the same pattern: 687 against an estimated 655 for the hole, and 141 against 177.5 for the trench.

Penetration was compared at a common dose of 47.5, for which the diffusion formula gives $a_X=5$. With $s=1$, the ballistic coated depth, measured as coverage summed over depth, was $4.61w$ in the hole and $10.06w$ in the trench. The ratio is 2.18 at this dose, close to the predicted 2. It is not a constant: the long grazing flights favour the trench more as the coated depth grows, so the ratio rises further above 2 for deeper penetration.

**How far a real process departs from this**

At the start of growth, the largest error sized here for the trench is that of the diffusion estimate itself, 24 % of the ballistic dose. As the film grows, the opening narrows: 5 nm on each wall leaves 90 nm and raises the aspect ratios to 22.2 and 11.1. Their ratio stays at one half, but the estimated doses rise by 21 % and 18 %. This assumes that film on the floor and on the top surface keeps the depth constant.

Gas collisions are a smaller concern. In nitrogen at 1 Torr, a hard-sphere estimate with assumed molecular diameters gives a precursor mean free path of about 9 µm, some 47 times the trench's hydraulic diameter. It is only about 5 times the depth, which is the scale of the long grazing flights, so collisions trim those flights first. The assumed precursor diameter of 1 nm is 1 % of the opening. The end walls raise the trench's $a$ by 1 %, and hence its estimated hit count by about 2 %. This estimate spreads the effect of the end walls over the whole length. Close to an end wall a molecule is enclosed on a third side, so the count there rises by more. Since the surface hardest to leave sets the dose, this local rise is the one that matters, and it is not sized here.

Precursor decomposition, desorption and depletion above the wafer are left out, and any of them can change the required pulse. The value of $K$ is about three times a close packing of 1 nm molecules, so it presumes that ligands are removed during the pulse, and sticking in proportion to the bare fraction is only a rough picture of that chemistry. The co-reactant pulse, which must also saturate the feature, and any nucleation delay on the starting surface are not treated. The times above are model estimates for the stated conditions, not measured process times. The full set of values is in the numerical output below.

## Numbers as computed

```
Opening width: 100 nm; depth: 2000 nm
Trench length: 10000 nm
Hydraulic diameter, hole: 100.0 nm
Hydraulic diameter, finite trench: 198.0 nm
Effective aspect ratio, hole: 20.00
Effective aspect ratio, long-trench limit: 10.00
Effective aspect ratio, finite trench: 10.10
Ratio to hole, long limit: 0.5000
Ratio to hole, finite trench: 0.5050
Mean flight/width, circle (sampled): 0.999
Mean flight/width, 1:3 rectangle (sampled): 1.503
Mean flight/width, long trench (sampled): 2.002
Transmission, tube, depth/width 5: radiosity 0.1909, tracked 0.1889
Transmission, slit, depth/width 5: radiosity 0.3564, tracked 0.3570
Temperature: 573 K
Precursor pressure: 0.001 Torr
Total pressure: 1.0 Torr
Growth per cycle: 0.05 nm
Iridium density: 22.6 g/cm3
Precursor molar mass: 489.5 g/mol
Saturation uptake: 3.540e+14 molecules/cm2
Exposure per unit dose: 5.338e-06 Torr s
Sticking probability in example: 0.1
Hits before escape, hole: diffusion 655.0, ballistic 687.4
Hits before escape, trench: diffusion 177.5, ballistic 140.9
Sticking term for 95 %: 30.0
Estimated dose: hole 685.0, trench 207.5
Estimated dose ratio trench/hole: 0.303
Estimated exposure, hole: 3.656e-03 Torr s
Estimated exposure, trench: 1.107e-03 Torr s
Estimated pulse, hole: 3.66 s
Estimated pulse, trench: 1.11 s
Ballistic dose (95 % everywhere), sticking 1.0: hole 691.4, trench 142.8, ratio 0.207
Ballistic dose (95 % everywhere), sticking 0.1: hole 710.7, trench 167.4, ratio 0.236
Common dose for penetration test, sticking 1: 47.5
Ballistic coated depth/width, hole: 4.61
Ballistic coated depth/width, trench: 10.06
Penetration ratio trench/hole: 2.184
Diffusion transmission at a = 10: 0.1176
Transmission at a = 10: tube 0.1093, slit 0.1539
Slit/tube transmission at a = 10: 1.408
Slit/tube transmission at a = 50: 1.862
Precursor mean free path in N2: 9365 nm
Mean free path/trench hydraulic diameter: 47.3
Assumed molecular diameters: precursor 1.00 nm, N2 0.37 nm
Precursor size/opening width: 1.0 %
Width after 5 nm film on each wall: 90 nm
Aspect ratios after film: hole 22.22, trench 11.11
Dose increase after film: hole 21.4 %, trench 18.4 %
```
